# When Diamond's Open-Site Fraction Is Independent of Atomic-Hydrogen Flux: test program

```python
"""
Result under test: open-site fraction of a hydrogen-terminated surface.
Each H impact opens a terminated site with probability alpha, or closes
an open site with probability beta. With only these channels
    theta_star = alpha / (alpha + beta),
whatever the H impact rate F per site. Channels not driven by H atoms
(thermal opening d, closing by H2 at rate b) set a crossover flux
    Fc = (b + d) / (alpha + beta),
below which the fraction depends on F. Neighbour coupling changes the
value of the fraction but not its independence of F.
Parameters are rough typical values for hot-filament diamond growth.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, null_space

# ---------------- inputs ----------------
eV = const.e
kB_eV = const.k / const.e
T = 1200.0                 # K, surface and adjacent gas
p_H, p_H2, p_CH3 = 0.2, 20.0, 0.002      # Torr
site_area = 0.064          # nm^2
E_abs = 0.25               # eV, abstraction threshold
beta = 0.5                 # refilling probability per H impact
H2_prefactor, E_H2 = 0.15, 0.65          # closing by H2: factor, eV
nu_des, E_des = 1.0e13, 3.5              # desorption: 1/s, eV
methyl_stick = 0.3
bond_H2 = 4.5              # eV
thermal_resistance = 2.0   # K cm^2/W
barrier_quantum = 0.15     # eV, hbar*omega of the barrier top
f_pair, g_pair = 2.0, 0.5  # abstraction, refilling factors next to open site
mass_H = const.m_p + const.m_e
mass_CH3 = 15.0 * const.atomic_mass


def impact_rate(pressure, mass):
    """Impacts per site and second for a Maxwell gas; pressure in Torr."""
    density = pressure * const.torr / (const.k * T)
    mean_speed = np.sqrt(8 * const.k * T / (np.pi * mass))
    return density * mean_speed / 4 * site_area * 1e-18


def abstraction_probability(temperature):
    return np.exp(-E_abs / (kB_eV * temperature))


def plateau(a, r):
    return a / (a + r)


kT = kB_eV * T
alpha = abstraction_probability(T)
theta_star = plateau(alpha, beta)
F = impact_rate(p_H, mass_H)
F_H2 = impact_rate(p_H2, 2 * mass_H)
prob_H2 = H2_prefactor * np.exp(-E_H2 / kT)
b = prob_H2 * F_H2
d = nu_des * np.exp(-E_des / kT)
F_cross = (b + d) / (alpha + beta)
theta_back = d / (b + d)


def mixed_fraction(flux, cross, star, back):
    return (flux * star + cross * back) / (flux + cross)


# ---------------- impact rate and threshold by quadrature ----------------
def flux_weight(u):
    return u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi)


u_threshold = np.sqrt(2 * E_abs / kT)
all_flux = quad(flux_weight, 0, 15)[0]
fast_flux = quad(flux_weight, u_threshold, 15)[0]
density_H = p_H * const.torr / (const.k * T)
F_quad = (density_H * np.sqrt(const.k * T / mass_H)
          * all_flux * site_area * 1e-18)
assert abs(F_quad / F - 1) < 1e-8
assert abs(fast_flux / all_flux / alpha - 1) < 1e-7

# ---------------- random impacts, H atoms only ----------------
rng = np.random.default_rng(12345)
n_sites = 100000
is_open = np.zeros(n_sites, dtype=bool)
open_sum, lost_sum, n_sample = 0.0, 0.0, 60
for step in range(60 + n_sample):
    draw = rng.random(n_sites)
    react = draw < np.where(is_open, beta, alpha)
    if step >= 60:
        open_sum += is_open.mean()
        lost_sum += react.mean()
    is_open ^= react
theta_sim = open_sum / n_sample
gamma_sim = lost_sum / n_sample
gamma = 2 * alpha * beta / (alpha + beta)
# statistical errors are a few 1e-4
assert abs(theta_sim - theta_star) < 2e-3
assert abs(gamma_sim - gamma) < 1e-3

# ---------------- random impacts, H atoms and H2 ----------------
p_H_low = 0.05
F_low = impact_rate(p_H_low, mass_H)
share_H = F_low / (F_low + F_H2)
n_sites = 16000
is_open = np.zeros(n_sites, dtype=bool)
open_sum, burn, n_sample = 0.0, 4000, 4000
for step in range(burn + n_sample):
    from_H = rng.random(n_sites, dtype=np.float32) < share_H
    draw = rng.random(n_sites, dtype=np.float32)
    closes = is_open & (draw < np.where(from_H, beta, prob_H2))
    opens = ~is_open & from_H & (draw < alpha)
    is_open ^= closes | opens
    if step >= burn:
        open_sum += is_open.mean()
theta_low_sim = open_sum / n_sample
theta_low = mixed_fraction(F_low, F_cross, theta_star, theta_back)
# statistical error is about 1.2e-3; the H-only plateau must be excluded
assert abs(theta_low_sim - theta_low) < 6e-3
assert abs(theta_low_sim - theta_star) > 8e-3


# ---------------- coupled pair of sites under oscillating flux ----------
def pair_matrix(f, g):
    """Rates per impact; state index = 2*open_left + open_right."""
    m = np.zeros((4, 4))
    for state in range(4):
        for bit in (1, 2):
            neighbour_open = bool(state & (3 - bit))
            if state & bit:
                rate = beta * (g if neighbour_open else 1.0)
            else:
                rate = alpha * (f if neighbour_open else 1.0)
            m[state ^ bit, state] += rate
            m[state, state] -= rate
    return m


def pair_formula(rho, c):
    return (rho + c * rho**2) / (1 + 2 * rho + c * rho**2)


def evolve_pair(matrix, t_end, depth, omega):
    def slope(t, p):
        return (1 + depth * np.sin(omega * t)) * (matrix @ p)
    start = np.array([1.0, 0, 0, 0])
    return solve_ivp(slope, (0, t_end), start, method="DOP853",
                     rtol=1e-10, atol=1e-12).y[:, -1]


rho = alpha / beta
for f, g in ((1.0, 1.0), (f_pair, g_pair)):
    matrix = pair_matrix(f, g)
    for depth, omega in ((0.9, 3.0), (0.5, 0.8)):
        dose = 2.0 + depth * (1 - np.cos(2.0 * omega)) / omega
        early = evolve_pair(matrix, 2.0, depth, omega)
        start = np.array([1.0, 0, 0, 0])
        assert np.allclose(early, expm(matrix * dose) @ start, atol=1e-8)
        if f == g == 1.0:
            single = theta_star * (1 - np.exp(-(alpha + beta) * dose))
            assert abs((early[1] + early[3]) - single) < 1e-8
        late = evolve_pair(matrix, 80.0, depth, omega)
        assert abs(late[1] + late[3] - pair_formula(rho, f / g)) < 1e-7
theta_pair = pair_formula(rho, f_pair / g_pair)
assert abs(theta_pair - theta_star) > 0.01


# ---------------- background channels: transient and steady state -------
def evolve_site(flux, d_test, b_test, start, t_end):
    def slope(t, y):
        return ((alpha * flux + d_test) * (1 - y)
                - (beta * flux + b_test) * y)
    return solve_ivp(slope, (0, t_end), [start], method="DOP853",
                     rtol=1e-10, atol=1e-12).y[0, -1]


for d_test, b_test in ((0.3, 0.7), (0.02, 1.1), (2 * alpha, 2 * beta)):
    cross = (b_test + d_test) / (alpha + beta)
    back = d_test / (b_test + d_test)
    for flux in (0.0, 0.5, 5.0):
        steady = mixed_fraction(flux, cross, theta_star, back)
        total = (alpha + beta) * (flux + cross)
        expected = steady + (0.9 - steady) * np.exp(-0.7 * total)
        assert abs(evolve_site(flux, d_test, b_test, 0.9, 0.7)
                   - expected) < 1e-8
        late = evolve_site(flux, d_test, b_test, 0.9, 40.0)
        assert abs(late - steady) < 1e-7
        if d_test == 2 * alpha:
            assert abs(late - theta_star) < 1e-7


# ---------------- logarithmic sensitivity to flux ----------------
def balance(flux):
    return (alpha * flux + d) / ((alpha + beta) * flux + d + b)


def sensitivity(flux):
    return (flux * F_cross * (theta_star - theta_back) / (flux + F_cross)
            / (flux * theta_star + F_cross * theta_back))


for flux in (0.01 * F, F, 10 * F):
    h = 1e-4
    slope = np.log(balance(flux * np.exp(h))
                   / balance(flux * np.exp(-h))) / (2 * h)
    assert abs(slope - sensitivity(flux)) < 1e-6

# ---------------- methyl capture ----------------
methyl_rate = methyl_stick * impact_rate(p_CH3, mass_CH3)


def open_share(m, release, returns_open):
    """Open share of methyl-free sites; states: terminated, open, methyl."""
    a, r = alpha * F, beta * F
    rates = np.array([[-a, r, 0.0], [a, -r - m, 0.0], [0.0, m, -release]])
    rates[1 if returns_open else 0, 2] += release
    v = null_space(rates / F)[:, 0]
    return v[1] / (v[0] + v[1])


for m in (methyl_rate, 0.4 * F):
    for release in (0.05 * F, 0.7 * F):
        built_in = alpha * F / ((alpha + beta) * F + m)
        assert abs(open_share(m, release, False) - built_in) < 1e-9
        assert abs(open_share(m, release, True) - theta_star) < 1e-9
theta_methyl = alpha * F / ((alpha + beta) * F + methyl_rate)

# ---------------- temperature and recombination heating ----------------
log_slope_T = (1 - theta_star) * E_abs / (kB_eV * T**2)


def plateau_from_velocities(temperature):
    lower = np.sqrt(2 * E_abs / (kB_eV * temperature))
    a = quad(flux_weight, lower, 15, epsabs=1e-13)[0] / all_flux
    return plateau(a, beta)


slope_T = np.log(plateau_from_velocities(T + 1)
                 / plateau_from_velocities(T - 1)) / 2
assert abs(slope_T / log_slope_T - 1) < 1e-4
cycle_rate = F * alpha * beta / (alpha + beta)
heat = cycle_rate * bond_H2 * eV / (site_area * 1e-14)    # W/cm^2
# two lost atoms make one molecule: heat from the simulated loss
heat_sim = F * gamma_sim / 2 * bond_H2 * eV / (site_area * 1e-14)
assert abs(heat_sim / heat - 1) < 0.01
radiated = const.sigma * T**4 * 1e-4                      # W/cm^2
T_rise = thermal_resistance * heat
theta_hot = plateau(abstraction_probability(T + T_rise), beta)

# ---------------- tunnelling through a parabolic barrier ----------------
u_half = barrier_quantum / kT / 2
tunnel_factor = u_half / np.sin(u_half)


def transmitted(e):
    return (np.exp(-e / kT) / kT
            / (1 + np.exp(-2 * np.pi * e / barrier_quantum)))


tunnel_quad = quad(transmitted, -E_abs, 30 * kT, points=[0.0],
                   limit=200)[0]
# the real barrier ends at zero energy; the cut tail is about 1e-4
assert abs(tunnel_quad - tunnel_factor) < 3e-4
theta_tunnel = plateau(alpha * tunnel_factor, beta)

theta_full = mixed_fraction(F, F_cross, theta_star, theta_back)
p_ten_percent = p_H * 9 * F_cross / F
assert abs(balance(9 * F_cross) / theta_star - 0.9) < 1e-4


def percent(value):
    return 100 * (value / theta_star - 1)


# ---------------- printed numbers ----------------
print(f"temperature: {T:.0f} K, kT = {kT:.4f} eV")
print(f"pressures H, H2, CH3: {p_H}, {p_H2}, {p_CH3} Torr")
print(f"site area: {site_area} nm^2")
print(f"abstraction threshold: {E_abs} eV")
print(f"abstraction probability alpha: {alpha:.4f}")
print(f"refilling probability beta: {beta}")
print(f"ratio beta/alpha: {beta / alpha:.3f}")
print(f"H impact rate per site F: {F:.3e} 1/s")
print(f"abstraction rate alpha*F: {alpha * F:.3e} 1/s")
print(f"refilling rate beta*F: {beta * F:.3e} 1/s")
print(f"relaxation time: {1e6 / ((alpha + beta) * F):.2f} us")
print(f"plateau open fraction theta*: {theta_star:.4f}")
print(f"same, simulated impacts: {theta_sim:.4f}")
print(f"H loss per impact gamma: {gamma:.4f}, simulated {gamma_sim:.4f}")
print(f"H2 closing: factor {H2_prefactor}, barrier {E_H2} eV")
print(f"H2 closing probability per impact: {prob_H2:.3e}")
print(f"H2 impact rate per site: {F_H2:.3e} 1/s")
print(f"H2 closing rate b: {b:.3e} 1/s")
print(f"closing time with H atoms off, 1/b: {1e3 / b:.3f} ms")
print(f"desorption: prefactor {nu_des:.1e} 1/s, energy {E_des} eV")
print(f"desorption rate d: {d:.3e} 1/s")
print(f"background open fraction theta_b: {theta_back:.2e}")
print(f"crossover impact rate Fc: {F_cross:.3e} 1/s")
print(f"crossover H pressure: {p_H * F_cross / F:.5f} Torr")
print(f"H pressure for 90% of plateau: {p_ten_percent:.4f} Torr")
for pressure in (0.002, 0.02, 0.2, 2.0):
    flux = impact_rate(pressure, mass_H)
    value = mixed_fraction(flux, F_cross, theta_star, theta_back)
    print(f"H {pressure} Torr: theta {value:.4f}, "
          f"dln(theta)/dln(F) {sensitivity(flux):.4f}")
print(f"H {p_H_low} Torr: theta {theta_low:.4f}, "
      f"simulated {theta_low_sim:.4f}")
for temperature in (1000.0, 1200.0, 1400.0):
    value = plateau(abstraction_probability(temperature), beta)
    print(f"theta* at {temperature:.0f} K: {value:.4f}")
print(f"dln(theta*)/dT: {100 * log_slope_T:.3f} % per K")
print(f"H2 refilling changes theta by {percent(theta_full):.2f} %")
print(f"desorption/abstraction rate: {d / (alpha * F):.2e}")
print(f"methyl sticking: {methyl_stick}")
print(f"methyl capture rate m: {methyl_rate:.2f} 1/s")
print(f"methyl capture changes theta by {percent(theta_methyl):.3f} %")
print(f"pair factors f, g: {f_pair}, {g_pair}")
print(f"pair-coupled theta: {theta_pair:.4f}, "
      f"change {percent(theta_pair):.1f} %")
print(f"barrier quantum: {barrier_quantum} eV")
print(f"tunnelling factor on alpha: {tunnel_factor:.4f}")
print(f"tunnelling theta: {theta_tunnel:.4f}, "
      f"change {percent(theta_tunnel):.1f} %")
print(f"H2 bond energy: {bond_H2} eV")
print(f"recombination heat flux: {heat:.2f} W/cm^2")
print(f"black-body emission at T: {radiated:.2f} W/cm^2")
print(f"thermal resistance: {thermal_resistance} K cm^2/W")
print(f"temperature rise on doubling F: {T_rise:.1f} K")
print(f"theta* after that rise: {theta_hot:.4f}, "
      f"change {percent(theta_hot):.1f} %")
print("all good")
```

It prints:

```
temperature: 1200 K, kT = 0.1034 eV
pressures H, H2, CH3: 0.2, 20.0, 0.002 Torr
site area: 0.064 nm^2
abstraction threshold: 0.25 eV
abstraction probability alpha: 0.0891
refilling probability beta: 0.5
ratio beta/alpha: 5.609
H impact rate per site F: 1.293e+05 1/s
abstraction rate alpha*F: 1.152e+04 1/s
refilling rate beta*F: 6.465e+04 1/s
relaxation time: 13.13 us
plateau open fraction theta*: 0.1513
same, simulated impacts: 0.1508
H loss per impact gamma: 0.1513, simulated 0.1513
H2 closing: factor 0.15, barrier 0.65 eV
H2 closing probability per impact: 2.794e-04
H2 impact rate per site: 9.142e+06 1/s
H2 closing rate b: 2.554e+03 1/s
closing time with H atoms off, 1/b: 0.391 ms
desorption: prefactor 1.0e+13 1/s, energy 3.5 eV
desorption rate d: 1.998e-02 1/s
background open fraction theta_b: 7.82e-06
crossover impact rate Fc: 4.336e+03 1/s
crossover H pressure: 0.00671 Torr
H pressure for 90% of plateau: 0.0604 Torr
H 0.002 Torr: theta 0.0348, dln(theta)/dln(F) 0.7701
H 0.02 Torr: theta 0.1133, dln(theta)/dln(F) 0.2511
H 0.2 Torr: theta 0.1464, dln(theta)/dln(F) 0.0324
H 2.0 Torr: theta 0.1508, dln(theta)/dln(F) 0.0033
H 0.05 Torr: theta 0.1334, simulated 0.1334
theta* at 1000 K: 0.0990
theta* at 1200 K: 0.1513
theta* at 1400 K: 0.2012
dln(theta*)/dT: 0.171 % per K
H2 refilling changes theta by -3.24 %
desorption/abstraction rate: 1.73e-06
methyl sticking: 0.3
methyl capture rate m: 100.54 1/s
methyl capture changes theta by -0.132 %
pair factors f, g: 2.0, 0.5
pair-coupled theta: 0.2058, change 36.0 %
barrier quantum: 0.15 eV
tunnelling factor on alpha: 1.0934
tunnelling theta: 0.1631, change 7.8 %
H2 bond energy: 4.5 eV
recombination heat flux: 11.02 W/cm^2
black-body emission at T: 11.76 W/cm^2
thermal resistance: 2.0 K cm^2/W
temperature rise on doubling F: 22.0 K
theta* after that rise: 0.1570, change 3.8 %
all good
```
